# Conductivity of a Wide, Short, Undoped Ballistic Graphene Strip: verification in Python

```python
"""Ballistic graphene strip between heavily doped graphene contacts.

Result under test: for a wide, short, undoped strip, G*L/W = 4 e^2/(pi h),
from the mode transmission T = 1/cosh(q L)^2.
Symbols: L strip length, W width, q transverse wavevector, u = q L,
eps = E L/(hbar v), lead_k = contact wavevector times L, x in units of L.
Conductivities inside the functions are in units of e^2/h.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

IDEAL = 4 / np.pi


def cross(a, b):
    return a[0] * b[1] - a[1] * b[0]


def dirac_transmission(u, eps, potential, lead_k, steps=2000):
    """Integrate the Dirac equation by RK4, then match to contact waves."""
    def slope(x, m):
        kin = 1j * (eps - potential(x))
        return np.array([u * m[0] + kin * m[1], kin * m[0] - u * m[1]])

    m = np.zeros((2, 2, u.size), complex)
    m[0, 0] = m[1, 1] = 1
    h = 1 / steps
    for i in range(steps):
        x = i * h
        k1 = slope(x, m)
        k2 = slope(x + h / 2, m + h / 2 * k1)
        k3 = slope(x + h / 2, m + h / 2 * k2)
        k4 = slope(x + h, m + h * k3)
        m = m + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    phase = np.exp(1j * np.arcsin(u / lead_k))
    right = np.array([np.ones_like(phase), phase])
    left = np.array([np.ones_like(phase), -1 / phase])
    m_right = m[:, 0] * right[0] + m[:, 1] * right[1]
    m_left = m[:, 0] * left[0] + m[:, 1] * left[1]
    r = -cross(m_right, right) / cross(m_left, right)
    # the transfer matrix has determinant one (traceless generator)
    t = cross(right, left) / cross(right, m_left)
    assert np.max(np.abs(abs(r)**2 + abs(t)**2 - 1)) < 1e-5
    return abs(t)**2


def flat(x):
    return 0.0


def energy_transmission(u, eps):
    """Closed form at energy eps with infinitely doped contacts."""
    k = np.sqrt(eps**2 - u**2 + 0j)
    return 1 / (1 + u**2 * (np.sinc(k / np.pi)**2).real)


def sigma_at(eps):
    eps = np.atleast_1d(eps).astype(float)
    u = np.arange(0, eps.max() + 16, 0.02)
    return IDEAL * trapezoid(energy_transmission(u, eps[:, None]), u, axis=1)


def sigma_thermal(tau):
    """Average over the thermal window, tau = kT L/(hbar v)."""
    eps = np.linspace(0, 16 * tau, 601)
    weight = 1 / np.cosh(eps / (2 * tau))**2
    return trapezoid(weight * sigma_at(eps), eps) / trapezoid(weight, eps)


def lattice_sigma(cells, shift):
    """Honeycomb tight binding, energies in units of the hopping.
    Transport along the armchair direction, Bloch phase ka across it."""
    ka = np.linspace(0, 2 * np.pi, 40001)
    dka = ka[1] - ka[0]
    hop_in = 2 * np.cos(ka / 2)
    b = shift**2 - hop_in**2 + 1
    disc = 4 * shift**2 - b**2
    open_mode = disc > 0
    hop_in, b, disc = hop_in[open_mode], b[open_mode], disc[open_mode]
    self_energy = (b - 1j * np.sqrt(disc)) / (2 * shift)
    gamma = -2 * self_energy.imag
    green = -1 / self_energy
    through = green.copy()
    last = 2 * cells - 1
    for site in range(1, 2 * cells):
        hop = hop_in if site % 2 else 1.0
        end = self_energy if site == last else 0.0
        green = 1 / (-hop**2 * green - end)
        through = through * hop * green
    trans = (gamma * abs(through))**2
    return 2 * cells * (np.sqrt(3) / 2) * trans.sum() * dka / (2 * np.pi)


# --- edge quantization from a large but finite mass outside (W = 1) ---
def edge_mismatch(energy, mass=1e5):
    kappa = np.sqrt(mass**2 - energy**2)
    a, b = mass + energy, kappa
    c, s = np.cos(energy), np.sin(energy)
    inner = (c * a + s * b, -s * a + c * b)
    return cross(inner, (mass + energy, -kappa)) / mass**2


for n in range(4):
    root = brentq(edge_mismatch, n * np.pi, (n + 1) * np.pi)
    assert abs(root / ((n + 0.5) * np.pi) - 1) < 1e-4

# --- mode transmission: integration against closed forms ---
u = np.linspace(0, 14, 701)
t_ideal = dirac_transmission(u, 0.0, flat, np.inf)
assert np.max(abs(t_ideal - 1 / np.cosh(u)**2)) < 1e-8
phi = np.arcsin(u / 20.0)
t_finite = dirac_transmission(u, 0.0, flat, 20.0)
formula = np.cos(phi)**2 / (np.cosh(u)**2 - np.sin(phi)**2)
assert np.max(abs(t_finite - formula)) < 1e-8
assert np.all(t_finite <= t_ideal + 1e-9)
for eps in (0.7, 2.5, 6.0):
    t_eps = dirac_transmission(u, eps, flat, np.inf)
    assert np.max(abs(t_eps - energy_transmission(u, eps))) < 1e-7

# --- conductivity and Fano factor from the integrated modes ---
sigma_numeric = IDEAL * trapezoid(t_ideal, u)
fano = trapezoid(t_ideal * (1 - t_ideal), u) / trapezoid(t_ideal, u)
assert abs(sigma_numeric / IDEAL - 1) < 1e-7
assert abs(fano - 1 / 3) < 1e-7
low = u <= 1 + 1e-9
share_low = trapezoid(t_ideal[low], u[low]) / trapezoid(t_ideal, u)

# --- finite width: direct mode sum against the Poisson form ---
aspect_ratios = (1, 2, 4, 10)
width_ratio = []
for aspect in aspect_ratios:
    modes = (np.arange(200) + 0.5) * np.pi / aspect
    direct = np.pi / aspect * np.sum((1 / np.cosh(modes))**2)
    m = np.arange(1, 21)
    z = np.pi * m * aspect
    poisson = 1 + 2 * np.sum((-1.0)**m * z / np.sinh(z))
    assert abs(direct - poisson) < 1e-11
    width_ratio.append(direct)

# --- worked example: rough typical values ---
length, width = 100e-9, 1e-6            # m
velocity = 1.0e6                        # m/s
bond = 0.142e-9                         # m
contact_shift = 0.3                     # eV
temp_cold, temp_room = 4.0, 300.0       # K
residual = 1e10                         # cm^-2
bias = 1e-3                             # V
interface = 100.0                       # ohm um, each contact
tails_nm = (1.0, 5.0)                   # decay of contact doping

e, hbar, h_planck, k_b = const.e, const.hbar, const.h, const.k
e_len = hbar * velocity / length / e    # eV
lead_k = contact_shift / e_len
lead_density = (lead_k / length)**2 / np.pi * 1e-4
quantum = e**2 / h_planck
sigma0 = IDEAL * quantum
conductance = sigma0 * width / length
resistance = 1 / conductance

# finite contact doping: exact mode integral against leading correction
uu = np.linspace(0, 20, 4001)
cos2 = 1 - (uu / lead_k)**2
ratio_doping = trapezoid(cos2 / (np.sinh(uu)**2 + cos2), uu)
coefficient = 1 / 3 + np.pi**2 / 36
assert abs((1 - ratio_doping) * lead_k**2 / coefficient - 1) < 0.02

# lattice calculation with the example's own length and doping
hopping = hbar * velocity / (1.5 * bond) / e
cells = round(length / (1.5 * bond))
ratio_lattice = lattice_sigma(cells, contact_shift / hopping) / IDEAL
assert abs(ratio_lattice - 1) < 3e-3

# temperature, residual charge, bias window
ratio_cold = sigma_thermal(k_b * temp_cold / e / e_len) / IDEAL
ratio_room = sigma_thermal(k_b * temp_room / e / e_len) / IDEAL
eps_res = np.sqrt(np.pi * residual * 1e4) * length
ratio_res = sigma_at(eps_res)[0] / IDEAL
window = np.linspace(0, bias / 2 / e_len, 41)
ratio_bias = trapezoid(sigma_at(window), window) / window[-1] / IDEAL

# contact doping leaking into the channel with an exponential tail
ratio_tail, estimate_tail = [], []
u_tail = np.linspace(0, 0.9999 * lead_k, 1501)
for tail in tails_nm:
    d = tail * 1e-9 / length

    def leaking(x, d=d):
        return -lead_k * (np.exp(-x / d) + np.exp(-(1 - x) / d))

    t_tail = dirac_transmission(u_tail, 0.0, leaking, lead_k)
    full = trapezoid(t_tail, u_tail)
    coarse = trapezoid(t_tail[::2], u_tail[::2])
    assert abs(full / coarse - 1) < 2e-3
    ratio_tail.append(full)
    # neutral region ends where the tail energy equals hbar v/(its length)
    edge = brentq(lambda x: lead_k * np.exp(-x / d) * (1 - 2 * x) - 1,
                  0, 0.49)
    estimate_tail.append(1 / (1 - 2 * edge))

print(f"ideal conductivity 4/pi: {IDEAL:.5f} e^2/h")
print(f"from integrated Dirac equation: {sigma_numeric:.5f} e^2/h")
print(f"ideal conductivity: {sigma0*1e6:.3f} uS per square")
print(f"inverse conductivity: {1e-3/sigma0:.3f} kohm per square")
print(f"Fano factor from integrated modes: {fano:.5f}")
print(f"share of conductance from qL < 1: {share_low:.4f}")
for aspect, value in zip(aspect_ratios, width_ratio):
    print(f"finite width, W/L = {aspect}: sigma/ideal = {value:.6f}")
print(f"length L: {length*1e9:.0f} nm")
print(f"width W: {width*1e9:.0f} nm")
print(f"Dirac velocity: {velocity:.2e} m/s")
print(f"energy scale hbar v/L: {e_len*1e3:.3f} meV")
print(f"contact doping shift: {contact_shift:.2f} eV")
print(f"contact wavevector times L: {lead_k:.2f}")
print(f"contact carrier density: {lead_density:.2e} cm^-2")
print(f"effective mode number W/(pi L): {width/length/np.pi:.3f}")
print(f"conductance: {conductance*1e6:.1f} uS")
print(f"resistance: {resistance*1e-3:.3f} kohm")
print(f"bias: {bias*1e3:.1f} mV")
print(f"current: {conductance*bias*1e9:.1f} nA")
print(f"doping correction coefficient: {coefficient:.4f}")
print(f"finite contact doping: sigma/ideal = {ratio_doping:.6f}")
print(f"carbon bond length: {bond*1e9:.3f} nm")
print(f"lattice hopping: {hopping:.3f} eV")
print(f"lattice cells along L: {cells}")
print(f"lattice calculation: sigma/ideal = {ratio_lattice:.6f}")
print(f"thermal energy at {temp_cold:.0f} K: "
      f"{k_b*temp_cold/e*1e3:.3f} meV")
print(f"temperature {temp_cold:.0f} K: sigma/ideal = {ratio_cold:.4f}")
print(f"thermal energy at {temp_room:.0f} K: "
      f"{k_b*temp_room/e*1e3:.2f} meV")
print(f"temperature {temp_room:.0f} K: sigma/ideal = {ratio_room:.3f}")
print(f"residual density: {residual:.1e} cm^-2")
print(f"residual Fermi energy: {eps_res*e_len*1e3:.2f} meV")
print(f"residual charge: sigma/ideal = {ratio_res:.4f}")
print(f"bias window: sigma/ideal = {ratio_bias:.5f}")
print(f"interface resistance, each contact: {interface:.0f} ohm um")
added = 2 * interface / (width * 1e6)
print(f"added interface resistance: {added:.0f} ohm")
print(f"added / ideal resistance: {added/resistance:.4f}")
for tail, value, guess in zip(tails_nm, ratio_tail, estimate_tail):
    print(f"doping tail {tail:.0f} nm: sigma/ideal = {value:.4f}")
    print(f"  shortened-region estimate: {guess:.4f}")
print("all tests passed")
```

Output:

```
ideal conductivity 4/pi: 1.27324 e^2/h
from integrated Dirac equation: 1.27324 e^2/h
ideal conductivity: 49.326 uS per square
inverse conductivity: 20.273 kohm per square
Fano factor from integrated modes: 0.33333
share of conductance from qL < 1: 0.7616
finite width, W/L = 1: sigma/ideal = 0.500000
finite width, W/L = 2: sigma/ideal = 0.953241
finite width, W/L = 4: sigma/ideal = 0.999825
finite width, W/L = 10: sigma/ideal = 1.000000
length L: 100 nm
width W: 1000 nm
Dirac velocity: 1.00e+06 m/s
energy scale hbar v/L: 6.582 meV
contact doping shift: 0.30 eV
contact wavevector times L: 45.58
contact carrier density: 6.61e+12 cm^-2
effective mode number W/(pi L): 3.183
conductance: 493.3 uS
resistance: 2.027 kohm
bias: 1.0 mV
current: 493.3 nA
doping correction coefficient: 0.6075
finite contact doping: sigma/ideal = 0.999708
carbon bond length: 0.142 nm
lattice hopping: 3.090 eV
lattice cells along L: 469
lattice calculation: sigma/ideal = 0.998931
thermal energy at 4 K: 0.345 meV
temperature 4 K: sigma/ideal = 1.0009
thermal energy at 300 K: 25.85 meV
temperature 300 K: sigma/ideal = 4.359
residual density: 1.0e+10 cm^-2
residual Fermi energy: 11.67 meV
residual charge: sigma/ideal = 1.3657
bias window: sigma/ideal = 1.00019
interface resistance, each contact: 100 ohm um
added interface resistance: 200 ohm
added / ideal resistance: 0.0987
doping tail 1 nm: sigma/ideal = 1.0212
  shortened-region estimate: 1.0809
doping tail 5 nm: sigma/ideal = 1.2355
  shortened-region estimate: 1.5159
all tests passed
```
